# Effective g Value and Hyperfine Couplings of a Linear Antiferromagnetic Spin Trimer

## Question

Three electron spins 1/2 sit in a row and interact through

$$H_{\rm ex}=J(\mathbf S_1\cdot\mathbf S_2+\mathbf S_2\cdot\mathbf S_3),\qquad J>0 .$$

Spin operators are dimensionless and $J$ is an energy. Each site $i$ has an isotropic $g_i$ and one nucleus of spin $\mathbf I_i$, coupled to the electron spin of its own site. The weak terms are

$$V=\sum_{i=1}^{3}\left(\mu_B g_i\,\mathbf B\cdot\mathbf S_i+A_i\,\mathbf S_i\cdot\mathbf I_i\right).$$

The nuclear Zeeman energy is left out. It contains no electron spin, so projection on an electronic level does not change it.

**(a)** Find the exchange levels. Up to what end-to-end coupling $J_{13}\mathbf S_1\cdot\mathbf S_3$ does the ground level keep its character?

**(b)** Construct the ground state with $M=+1/2$ and find the site projections $c_i=\langle S_{iz}\rangle/M$.

**(c)** Show that the same $c_i$ apply to the whole vector $\mathbf S_i$ within the ground level. Derive the effective $g$ and hyperfine constants, and state when they hold.

**(d)** A model trimer has $J/h=3000$ GHz, $g_1=g_3=2.10$, $g_2=2.00$, $A_1/h=A_3/h=300$ MHz, $A_2/h=240$ MHz, and nuclei with $I=1/2$. Find its effective constants and its first-order EPR frequencies at $B=0.3$ T. Estimate the second-order shifts. Can the sign of the central coupling be found from the levels?

**(e)** The links become $J_{12}=J(1+\delta)$ and $J_{23}=J(1-\delta)$ with $|\delta|\ll1$. How do the projections change?

**(f)** A broken-symmetry calculation describes the trimer by the product state $|{\uparrow\downarrow\uparrow}\rangle$. How are its hyperfine couplings converted to those of the ground level?

## Model answers

### (a) Exchange levels

Spin 2 couples equally to both ends, so define $\mathbf S_{13}=\mathbf S_1+\mathbf S_3$, with $S_{13}=0$ or 1. The total spin is $\mathbf S=\mathbf S_2+\mathbf S_{13}$. Squaring it gives $\mathbf S^2=\mathbf S_2^2+\mathbf S_{13}^2+2\,\mathbf S_2\cdot\mathbf S_{13}$, hence

$$E=\frac J2\left[S(S+1)-S_{13}(S_{13}+1)-\frac34\right].$$

- $S_{13}=1,\ S=1/2$: $E=\frac J2\left(\frac34-2-\frac34\right)=-J$.
- $S_{13}=0,\ S=1/2$: $E=\frac J2\left(\frac34-0-\frac34\right)=0$.
- $S_{13}=1,\ S=3/2$: $E=\frac J2\left(\frac{15}4-2-\frac34\right)=\frac J2$.

The ground level is a doublet in which the end spins form a triplet.

The end-to-end term adds $J_{13}/4$ when $S_{13}=1$ and $-3J_{13}/4$ when $S_{13}=0$. It shifts the levels without changing their states. The quartet stays $3J/2$ above the first doublet. That doublet is lowest if

$$-J+\frac{J_{13}}4<-\frac{3J_{13}}4\quad\Longleftrightarrow\quad J_{13}<J .$$

Beyond this limit the ends pair into a singlet and the central spin alone carries the moment.

### (b) Ground state and projections

A triplet of the end spins is symmetric under their exchange. The $M=+1/2$ state therefore has the form

$$|+\rangle=\alpha|{\uparrow\downarrow\uparrow}\rangle+\beta\left(|{\uparrow\uparrow\downarrow}\rangle+|{\downarrow\uparrow\uparrow}\rangle\right).$$

For $S=1/2$ the raising operator $S^+=S_x+iS_y$ must annihilate it. Each of the three product states is raised to $|{\uparrow\uparrow\uparrow}\rangle$, so $\alpha+2\beta=0$. After normalization,

$$|+\rangle=\frac1{\sqrt6}\left(2|{\uparrow\downarrow\uparrow}\rangle-|{\uparrow\uparrow\downarrow}\rangle-|{\downarrow\uparrow\uparrow}\rangle\right).$$

The probabilities are $4/6$, $1/6$ and $1/6$. The two end sites are equivalent, and

$$\langle S_{1z}\rangle=\frac12\left(\frac46+\frac16-\frac16\right)=\frac13,\qquad
\langle S_{2z}\rangle=\frac12\left(-\frac46+\frac16+\frac16\right)=-\frac16 .$$

Division by $M=1/2$ gives

$$c_1=c_3=\frac23,\qquad c_2=-\frac13 .$$

Their sum is 1, as $\mathbf S_1+\mathbf S_2+\mathbf S_3=\mathbf S$ requires. The negative value means that the central spin points, on average, against the total spin.

### (c) Effective Hamiltonian

Let $|-\rangle=S^-|+\rangle$, where $S^-=S_x-iS_y$. Applying the lowering operator gives

$$|-\rangle=-\frac1{\sqrt6}\left(2|{\downarrow\uparrow\downarrow}\rangle-|{\downarrow\downarrow\uparrow}\rangle-|{\uparrow\downarrow\downarrow}\rangle\right).$$

Apart from an overall sign this is $|+\rangle$ with every spin reversed. Thus $\langle-|S_{iz}|-\rangle=-\langle+|S_{iz}|+\rangle=-c_i/2$. The operator $S_{iz}$ conserves $M$, so it has no elements between $|+\rangle$ and $|-\rangle$.

For the transverse components use $[S_{iz},S^+]=S_i^+$, which holds because spins on different sites commute. With $S^+|-\rangle=|+\rangle$ and $\langle+|S^+=\langle-|$,

$$\langle+|S_i^+|-\rangle=\langle+|S_{iz}|+\rangle-\langle-|S_{iz}|-\rangle=\frac{c_i}2+\frac{c_i}2=c_i .$$

The corresponding element of the total $S^+$ is 1. The other elements of $S_i^+$ in the doublet vanish because it raises $M$ by one, and $S_i^-$ follows by Hermitian conjugation. With $P$ the projector on the doublet,

$$P\mathbf S_iP=c_i\,P\mathbf SP .$$

First-order degenerate perturbation theory replaces $V$ by $PVP$:

$$H_{\rm eff}=\mu_B g_{\rm eff}\,\mathbf B\cdot\mathbf S+\sum_i A_{{\rm eff},i}\,\mathbf S\cdot\mathbf I_i,$$

$$g_{\rm eff}=\frac23(g_1+g_3)-\frac13g_2,\qquad
A_{{\rm eff},1}=\frac23A_1,\quad A_{{\rm eff},2}=-\frac13A_2,\quad A_{{\rm eff},3}=\frac23A_3 .$$

Since all components of $\mathbf S_i$ scale alike, $g$ and hyperfine tensors are projected with the same coefficients. If a nucleus $k$ also couples to other sites, with constants $A_{k,i}$, its effective constant is $\sum_i c_iA_{k,i}$.

The result requires Zeeman and hyperfine energies small compared with $J$. For the effective constants to describe the whole sample, $k_BT\ll J$ is also needed, since the next doublet lies $J$ higher. That doublet has projections $(0,1,0)$.

The correction to $g_{\rm eff}$ without nuclei is especially small. Reversing all spins is equivalent to reversing $\mathbf B$, so $E_+(B)=E_-(-B)$. The splitting $E_+-E_-$ is therefore odd in $B$. After the linear term comes a cubic one, and the correction to $g_{\rm eff}$ starts as $(\mu_BB/J)^2$.

### (d) Worked example

The effective $g$ value is

$$g_{\rm eff}=\frac23(2.10+2.10)-\frac13(2.00)=2.800-0.667=2.133 .$$

It lies outside the range of the site values, 2.00 to 2.10. This is possible because one weight is negative. The hyperfine constants are

$$\frac{A_{{\rm eff},1}}h=\frac{A_{{\rm eff},3}}h=\frac23(300)=200\ \text{MHz},\qquad
\frac{A_{{\rm eff},2}}h=-\frac13(240)=-80\ \text{MHz}.$$

With $\mu_B/h=13996.245$ MHz/T, the centre of the spectrum is

$$\nu_0=\frac{g_{\rm eff}\mu_BB}h=2.13333\times13996.245\times0.3=8957.6\ \text{MHz}.$$

To first order an EPR transition reverses the electron spin and leaves the nuclear projections $m_i$ unchanged:

$$\nu=\nu_0+200\,(m_1+m_3)\ \text{MHz}-80\,m_2\ \text{MHz}.$$

The sum $m_1+m_3$ is $1$, $0$ (twice) or $-1$, while $m_2=\pm1/2$ shifts the line by $\mp40$ MHz. The offsets are $\pm240$, $\pm160$ and $\pm40$ MHz, the last pair doubled. The frequencies are 8717.6, 8797.6, 8917.6 (twice), 8997.6 (twice), 9117.6 and 9197.6 MHz.

**Second-order shifts.** Write $a=A_{{\rm eff},1}/h$, $b=A_{{\rm eff},2}/h$ and $\mathbf K=\mathbf I_1+\mathbf I_3$, with $K=0$ or 1 and projection $m$. The transverse part of $a\,\mathbf S\cdot\mathbf K$ is $\frac a2(S^+K^-+S^-K^+)$. It couples $|+,m\rangle$ to $|-,m+1\rangle$, which lies about $\nu_0$ lower, and so raises the upper level by

$$\frac{a^2}{4\nu_0}[K(K+1)-m(m+1)].$$

It couples $|-,m\rangle$ to $|+,m-1\rangle$ and lowers the lower level by

$$\frac{a^2}{4\nu_0}[K(K+1)-m(m-1)].$$

Both changes increase the transition frequency. In their sum the terms linear in $m$ cancel. The central nucleus contributes in the same way, with $K$ replaced by $1/2$ and $m^2=1/4$:

$$\Delta\nu=\frac{a^2}{2\nu_0}[K(K+1)-m^2]+\frac{b^2}{4\nu_0}.$$

Here $a^2/\nu_0=4.47$ MHz and $b^2/(4\nu_0)=6400/(4\times8957.6)=0.18$ MHz. The outer lines ($K=1$, $m=\pm1$) shift by $2.23+0.18\approx2.4$ MHz. Each doubled line splits: its $K=1$, $m=0$ member shifts by $4.47+0.18\approx4.6$ MHz and its $K=0$ member by 0.2 MHz.

Diagonalization of the full 64-state Hamiltonian shows this pattern. The first line is at 8720.0 MHz, and the pair predicted at 8917.6 MHz appears at 8917.8 and 8922.3 MHz. These shifts belong to the effective Hamiltonian itself and are not a failure of the projection. When $H_{\rm eff}$ is diagonalized in full, its levels at 0.3 T differ from the 16 lowest full levels by at most 0.015 MHz, after removal of a common shift. Doubling $J$ halves this error, as expected for a correction proportional to $1/J$.

**Sign of the central coupling.** Reversing the sign of $b$ exchanges the lines with $m_2=+1/2$ and $m_2=-1/2$, so the first-order set of frequencies is unchanged. The zero-field levels do depend on the sign. In the sector $K=0$ the Hamiltonian is $b\,\mathbf S\cdot\mathbf I_2$, with a threefold level at $b/4$ and a single level at $-3b/4$. For $b=-80$ MHz these are $-20$ and $+60$ MHz; for $b=+80$ MHz they are $+20$ and $-60$ MHz. The splitting in this sector is $|b|$ for either sign, so its transition frequency alone does not reveal the sign. The $K=1$ sector does: its lowest allowed zero-field frequency is 22.4 MHz for $b=-80$ MHz and 31.8 MHz for $b=+80$ MHz. Reversing $a$ and $b$ together turns $H_{\rm eff}$ at zero field into $-H_{\rm eff}$ and leaves all frequencies unchanged, so frequencies fix only the sign of $b$ relative to $a$. Across all 16 zero-field levels, the wrong sign gives a largest error of 40 MHz, against 0.0075 MHz with the correct one.

### (e) Unequal links

The added term is $\delta J\,\mathbf S_2\cdot(\mathbf S_1-\mathbf S_3)$. It is odd under exchange of the ends and mixes $|+\rangle$ with the $M=+1/2$ state of the other doublet,

$$|0\rangle=\frac1{\sqrt2}\left(|{\uparrow\uparrow\downarrow}\rangle-|{\downarrow\uparrow\uparrow}\rangle\right).$$

Let $P_{ij}$ interchange spins $i$ and $j$. Then $\mathbf S_i\cdot\mathbf S_j=\frac12P_{ij}-\frac14$, which gives $1/4$ for a triplet and $-3/4$ for a singlet. Therefore

$$\mathbf S_2\cdot(\mathbf S_1-\mathbf S_3)|+\rangle=\frac12(P_{12}-P_{23})|+\rangle
=\frac{3}{2\sqrt6}\left(|{\downarrow\uparrow\uparrow}\rangle-|{\uparrow\uparrow\downarrow}\rangle\right)=-\frac{\sqrt3}2|0\rangle .$$

The amplitude of $|0\rangle$ in the new ground state is the matrix element divided by $E_+-E_0=-J$:

$$\eta=\frac{-\sqrt3\,\delta J/2}{-J}=\frac{\sqrt3}2\delta .$$

From the explicit states, $\langle+|S_{1z}|0\rangle=-1/\sqrt{12}$, and the element for site 3 has the opposite sign. Since $c_i=2\langle S_{iz}\rangle$, the first-order change is

$$\Delta c_1=2\times2\eta\left(-\frac1{\sqrt{12}}\right)=-\delta,\qquad \Delta c_3=+\delta .$$

For site 2 the cross element vanishes by symmetry. The weights of the two doublets give $c_2=-\frac13(1-\eta^2)+\eta^2=-\frac13+\delta^2$ to second order.

The same weights lower each end projection by $\frac23\eta^2=\delta^2/2$, since the other doublet has $c_1=c_3=0$. To second order $c_1=\frac23-\delta-\frac{\delta^2}2$ and $c_3=\frac23+\delta-\frac{\delta^2}2$, and the three projections still sum to 1. For $\delta=0.1$ the estimates are $(0.562,-0.323,0.762)$, while diagonalization gives $(0.563,-0.324,0.760)$. The more strongly bound end spin loses projection because spins 1 and 2 move towards a singlet, leaving more of the moment on site 3. A 10 % change of the links thus changes an end-site hyperfine constant by about 15 %.

### (f) Conversion of broken-symmetry couplings

The state $|{\uparrow\downarrow\uparrow}\rangle$ has $M=1/2$ and $\langle S_{iz}\rangle/M=(1,-1,1)$. Suppose the couplings are reported as $A_{{\rm BS},i}=A_i\langle S_{iz}\rangle/M$. For ideally localized site spins they are then $(A_1,-A_2,A_3)$. Comparison with $A_{{\rm eff},i}=c_iA_i$ gives

$$A_{{\rm eff},1}=\frac23A_{{\rm BS},1},\qquad A_{{\rm eff},2}=\frac13A_{{\rm BS},2},\qquad A_{{\rm eff},3}=\frac23A_{{\rm BS},3}.$$

All factors are positive, because the reversed central spin is already present in $A_{{\rm BS},2}$. In the model of part (d), the values 300, $-240$ and 300 MHz become 200, $-80$ and 200 MHz.

The conversion is needed because the product state is not the ground state. Its exchange energy is $J(-\frac14-\frac14)=-J/2$, compared with $-J$ for the doublet. If spin density spreads over several sites, the assumption of ideal site spins fails and these factors become approximate.

The remaining values are listed in the numerical output.

## Table of computed values

```
Exchange levels / J: -1.000  -1.000  0.000  0.000  0.500  0.500  0.500  0.500
<S_iz> in the M=+1/2 ground state: 0.3333  -0.1667  0.3333
Projections, ground doublet: 0.6667  -0.3333  0.6667
Projections, excited doublet: 0.0000  1.0000  0.0000
Projections, quartet: 0.3333  0.3333  0.3333
Projections for J12=1.1 J, J23=0.9 J: 0.5632  -0.3236  0.7603
Up-down-up state, <S_iz>/M: 1.0  -1.0  1.0
Up-down-up state, energy / J: -0.50
Factors for broken-symmetry couplings: 0.6667  0.3333  0.6667
Input J/h: 3000 GHz
J/k_B: 144.0 K
Input g1, g2, g3: 2.10  2.00  2.10
Input A1/h, A2/h, A3/h: 300  240  300 MHz
Input B: 0.3 T
mu_B/h: 13996.245 MHz/T
g_eff, formula: 2.133333
g_eff, full exchange + Zeeman: 2.133333
g correction ratio, 20 T to 10 T: 4.000
A_eff/h, sites 1, 2, 3: 200.0  -80.0  200.0 MHz
Largest level error at 0.3 T: 0.0150 MHz
Largest level error at 0 T: 0.0075 MHz
Same at 0 T with wrong central sign: 40.0 MHz
Error ratio J to 2J, 0.3 T: 1.999
Error ratio J to 2J, 0 T: 2.000
EPR centre frequency: 8957.6 MHz
EPR lines, first order (MHz) | full 64 states (MHz)
  8717.6 | 8720.0
  8797.6 | 8800.0
  8917.6 | 8917.8
  8917.6 | 8922.3
  8997.6 | 8997.8
  8997.6 | 9002.2
  9117.6 | 9120.0
  9197.6 | 9200.0
Largest line difference: 4.66 MHz
Scale A_eff1^2/(h nu): 4.47 MHz
```
